# Core corrections for sodium's ionization and 3s–3p energies in LDA

## Problem

Treat the sodium atom without relativity in the spin-restricted local density approximation (LDA), with Slater exchange and Perdew-Wang correlation. Define

$$
I=E(\mathrm{Na}^+)-E(3s^1),\qquad X=E(3p^1)-E(3s^1),
$$

where each $E$ is a self-consistent total energy. The 3p electron is spread equally over the three p orbitals, so every density is spherical.

Construct a one-electron Troullier-Martins pseudopotential from the $3s^1$ atom, with $r_c=2.6$ bohr for s and p. Use a model core density $c(r)$ in the exchange-correlation energy, with three choices: $c=0$; the full core density $c=n_c$; and a partial core equal to $n_c$ outside $r_0$ and to $A\sin(Br)/r$ inside. Choose $r_0$ where $n_c$ equals the pseudo-valence density, and match value and slope there.

(a) Find the all-electron $I$ and $X$.

(b) Construct the pseudopotential for general $c$.

(c) Derive a formula for $I$ and evaluate it for the three cores.

(d) Determine how $I$ and $X$ respond when $c$ is enlarged, and compute $X$.

(e) Compare with the all-electron values and account for the remaining errors.

Hartree atomic units are used.

## Solution

### (a) All-electron reference

The radial Kohn-Sham equations are solved self-consistently on a Gauss-Lobatto-Legendre grid extending to 60 bohr. The core relaxes separately in each configuration. The total energies are

$$
E(3s^1)=-161.43619,\quad E(3p^1)=-161.35863,\quad E(\mathrm{Na}^+)=-161.24642\ \text{Ha}.
$$

Subtraction gives

$$
I=0.18977\ \text{Ha}=5.164\ \text{eV},\qquad
X=0.07756\ \text{Ha}=2.110\ \text{eV}.
$$

The 3s eigenvalue in the neutral atom is $\varepsilon_s=-0.10347$ Ha. Its negative is far from $I$, so total energies must be compared with total energies.

### (b) The pseudopotential

For each $l$, take the all-electron orbital $u=rR$ and eigenvalue $\varepsilon_l$ from the $3s^1$ atom. The p orbital is the empty 3p state in that potential. Outside $r_c$ the orbital is kept. Inside, write

$$
u=r^{l+1}e^{p(r)},\qquad p=\sum_{k=0}^{6}c_{2k}r^{2k}.
$$

Differentiating twice gives

$$
\frac{u'}{u}=\frac{l+1}{r}+p',\qquad
\frac{u''}{u}=\frac{l(l+1)}{r^2}+\frac{2(l+1)}{r}p'+p''+p'^2.
$$

The radial equation requires $u''/u=l(l+1)/r^2+2(V_l-\varepsilon_l)$. The centrifugal terms cancel, leaving the screened potential

$$
V_l=\varepsilon_l+\frac{l+1}{r}p'+\frac{p''+p'^2}{2}.
$$

Seven conditions fix the seven coefficients. Five match $u$ and its first four derivatives at $r_c$. The sixth conserves the norm inside $r_c$, so by Gauss's law the orbital's electrostatic potential outside is unchanged. The seventh removes the $r^2$ term of $V_l$. With $p'=2c_2r+4c_4r^3+\cdots$, that term is

$$
\left[4(l+1)c_4+6c_4+2c_2^2\right]r^2
=2\left[(2l+5)c_4+c_2^2\right]r^2,
$$

so $c_4=-c_2^2/(2l+5)$. For a trial $c_2$, the five matching equations are linear in the other coefficients. The norm condition then fixes $c_2$ by a numerical root search; if several roots are found, the smallest $|c_2|$ is used.

Let $n_0$ be the pseudo 3s density, $e(n)$ the exchange-correlation energy per volume, $E_{xc}[n]=\int e(n)\,d^3r$, and $v(n)=de/dn$. Removing the valence screening gives

$$
v_{\mathrm{ion},l}=V_l-V_H[n_0]-v(n_0+c).
$$

In a new configuration with valence density $n$, the potential $V_H[n]+v(n+c)$ is added back. At $n=n_0$ this restores $V_l$ for every $c$. The reference orbital and eigenvalues therefore cannot distinguish the three cores. The choice matters when the density changes, because $v$ is nonlinear.

**The partial core.** Inside $r_0$, the logarithmic slope of $A\sin(Br)/r$ is $B\cot(Br)-1/r$. Setting $y=Br_0$, slope matching gives

$$
y\cot y=1+r_0\frac{n_c'(r_0)}{n_c(r_0)},\qquad
A=\frac{r_0n_c(r_0)}{\sin y}.
$$

On $0<y<\pi$,

$$
\frac{d}{dy}(y\cot y)=\frac{\tfrac12\sin 2y-y}{\sin^2y}<0,
$$

and $y\cot y$ falls from 1 to $-\infty$. Since $n_c'(r_0)<0$, there is one root, and the model density is positive. The equal-density condition gives $r_0=2.255$ bohr, where both densities are $0.00297$ bohr$^{-3}$. The resulting core integrates to 0.529 electrons, compared with 10 for the full core. On the radial grid it does not exceed $n_c$.

### (c) Ionization energy

Apart from a constant common to all configurations, the pseudo-atom has the energy

$$
E_c[n]=T+\int v_{\mathrm{ion},l}\,n\,d^3r+E_H[n]+E_{xc}[n+c].
$$

The ion has no valence electron, but its energy in this convention is $E_{xc}[c]$, not zero. For the neutral atom, multiply the Kohn-Sham equation by the orbital and integrate. Since $\int V_H[n_0]n_0\,d^3r=2E_H[n_0]$,

$$
T+\int v_{\mathrm{ion},s}n_0\,d^3r
=\varepsilon_s-2E_H[n_0]-\int v(n_0+c)n_0\,d^3r.
$$

Insert this into $E_c[n_0]$ and subtract the result from $E_{xc}[c]$:

$$
I_c=-\varepsilon_s+E_H[n_0]+\int v(n_0+c)n_0\,d^3r
-\left(E_{xc}[n_0+c]-E_{xc}[c]\right).
$$

The first two terms are independent of $c$. Numerical integration gives $E_H[n_0]=0.11083$ Ha, so their sum is $0.10347+0.11083=0.21430$ Ha. The other integrals give

$$
\begin{aligned}
I_{\rm none}&=0.21430-0.13080+0.10069=0.1842\ \text{Ha},\\
I_{\rm partial}&=0.21430-0.14429+0.11998=0.1900\ \text{Ha},\\
I_{\rm full}&=0.21430-0.15538+0.13134=0.1903\ \text{Ha}.
\end{aligned}
$$

These are 5.012, 5.170 and 5.177 eV.

### (d) Response to a larger core

Substitute $v_{\mathrm{ion},l}$ into the energy and collect the terms that depend on $c$:

$$
E_c[n]-E_{xc}[c]=U[n]+G_c[n],
$$

$$
G_c[n]=\int\left[e(n+c)-e(c)-v(n_0+c)n\right]d^3r.
$$

Here $U$ contains the kinetic energy, $V_l$, the subtracted reference Hartree potential and $E_H[n]$. It is a functional of the orbital that produces $n$, and is the same for every core.

Compare two cores with $c_1\le c_2$ at every point, and define $D[n]=G_{c_1}[n]-G_{c_2}[n]$. At a fixed point in space, the derivative of its integrand with respect to $n$ is

$$
v(n+c_1)-v(n_0+c_1)-v(n+c_2)+v(n_0+c_2)
=\int_n^{n_0}\left[v'(t+c_2)-v'(t+c_1)\right]dt.
$$

If $v$ is convex, $v'$ increases with density and the bracket is nonnegative. The derivative is then nonnegative for $n<n_0$ and nonpositive for $n>n_0$. The integrand is largest at $n=n_0$, and hence $D[n]\le D[n_0]$.

Convexity follows analytically for exchange: $e_x=-Cn^{4/3}$ with $C>0$ gives $v_x''=(8/27)Cn^{-5/3}>0$. For the sum with Perdew-Wang correlation it was established numerically, for densities from $10^{-13}$ to $10^5$ bohr$^{-3}$.

**Ionization.** The ion has $n=0$ and $D[0]=0$. Therefore

$$
I_{c_2}-I_{c_1}=D[n_0]\ge D[0]=0.
$$

**Excitation.** Let $n_1,n_2$ be the self-consistent 3p densities for the two cores, and let $\bar E_i$ be the corresponding energies minus $E_{xc}[c_i]$. Assume that each solution minimizes its energy over p orbitals. Using each orbital as a trial function for the other core gives

$$
\bar E_1\le\bar E_2+D[n_2],\qquad
\bar E_2\le\bar E_1-D[n_1],
$$

so that

$$
D[n_1]\le\bar E_1-\bar E_2\le D[n_2]\le D[n_0].
$$

The corresponding 3s energy difference is $D[n_0]$, because both cores have the same reference orbital. Consequently

$$
X_{c_1}-X_{c_2}=(\bar E_1-\bar E_2)-D[n_0]\le0.
$$

Enlarging the core raises both $I$ and $X$ within this construction. This says nothing yet about which core is closest to the all-electron result.

For no core against the full core, omission of the correction raises the 3s energy by $D[n_0]=6.06$ mHa. Self-consistent 3p calculations give a rise of 3.98 mHa, between the bounds 3.81 and 4.14 mHa. The errors partly cancel in the excitation, leaving

$$
X_{\rm none}-X_{\rm full}=3.98-6.06=-2.08\ \text{mHa}.
$$

The excitation energies without, with partial and with full correction are 2.058, 2.111 and 2.115 eV.

### (e) Comparison and remaining errors

Errors below are pseudopotential values minus the relaxed all-electron LDA values from part (a).

| Core | Error of $I$ (mHa) | Error of $X$ (mHa) |
|---|---:|---:|
| none | −5.57 | −1.92 |
| partial | +0.22 | +0.02 |
| full | +0.49 | +0.16 |

Either core correction removes most of the error. The partial core lies closer to the reference than the full core, although it corrects the nonlinearity less completely. To see why, compute a frozen-core all-electron atom: keep $n_c$ from $3s^1$, but retain the true valence orbital with its nodes. The 3p orbital is taken as the second p eigenstate of the self-consistent potential and is not orthogonalized to the frozen 2p; imposing that orthogonality changes the split of $\Delta X$ below to $0.18$ and $-0.02$ mHa. The full-core errors then separate as

$$
\begin{aligned}
\Delta I&=0.64_{\rm freezing}-0.15_{\rm pseudization}=0.49\ \text{mHa},\\
\Delta X&=0.19_{\rm freezing}-0.03_{\rm pseudization}=0.16\ \text{mHa}.
\end{aligned}
$$

The sign of the freezing error in $I$ follows from the variational principle. Relaxation lowers the ion's energy, while the neutral reference already has its relaxed core. Freezing therefore makes $I$ too large.

Relative to the frozen-core atom, the partial-core error in $I$ is $0.22-0.64=-0.42$ mHa, compared with $-0.15$ mHa for the full core. For $X$ the values are $0.02-0.19=-0.17$ and $-0.03$ mHa. At $r_c=2.6$ bohr the full core is thus the better approximation to the frozen-core problem. For $I$ this also holds at $r_c=2.2$ and 3.0 bohr. For $X$ the differences are comparable to the dependence on $r_c$: the partial-core error against the relaxed atom is $-0.02$ mHa at $r_c=2.2$ and $+0.10$ mHa at $r_c=3.0$, where the two cores lie about equally far from the orthogonalized frozen-core value ($-0.08$ and $+0.07$ mHa). The partial core gains against the relaxed atom because its incomplete correction offsets part of the freezing error.

The insensitivity to the inner core follows from

$$
G_c[n]-G_c[n_0]=\int d^3r\int_{n_0}^{n}\left[v(t+c)-v(n_0+c)\right]dt.
$$

For exchange, where $c\gg n,n_0$, expansion of $v$ about $c$ reduces the inner integral to $-(2/9)Cc^{-2/3}(n-n_0)^2$. It is already small there, so the precise height of a large core density matters little. Moving $r_0$ to 1.2 bohr illustrates this: the core contains 4.193 electrons, yet both errors agree with the full-core errors to 0.01 mHa. At $r_0=2.4$ bohr the errors are $+0.01$ mHa for $I$ and $-0.08$ mHa for $X$. The near-zero error in $I$ is again a cancellation, and does not identify a better core.

The comparison is with restricted LDA, not experiment. An unrestricted calculation in an even-tempered Gaussian basis lowers the neutral atom's energy, raising the all-electron $I$ by 7.4 mHa. This shift exceeds the effect of the core correction. The errors reported above refer to the restricted atom only; the pseudopotential errors for the spin-polarized atom were not computed here.
